# Loops, Spin Correlations and Singlet Projectors for Valence-Bond States

**Q.** You want to do quantum Monte Carlo with products of singlets. Such states are not orthogonal, and each is a sum of exponentially many spin configurations with both signs. Why should even an overlap between two of them be manageable?

**A.** Because the signs can be arranged to depend on the spin configuration alone, and not on the pairing. Take an even number $N$ of spins-1/2, with $N/2$ sites on a sublattice A and $N/2$ on a sublattice B. Every singlet, or bond, joins a site $a$ in A to a site $b$ in B and is oriented from A to B:

$$(a,b)=\frac{1}{\sqrt2}\left(|\uparrow_a\downarrow_b\rangle-|\downarrow_a\uparrow_b\rangle\right).$$

A valence-bond state $|V\rangle$ is a product of $N/2$ such bonds covering every site once. $V(a)$ denotes the B partner of $a$.

Multiply out the product. Each term takes one of the two pieces from every bond, so its magnitude is $(1/\sqrt2)^{N/2}=2^{-N/4}$. Each bond whose A spin points down gives a factor $-1$. Therefore

$$|V\rangle=2^{-N/4}\sum_{\sigma\in C(V)}(-1)^{d_A(\sigma)}|\sigma\rangle ,$$

where $C(V)$ is the set of configurations with antiparallel spins on every bond of $V$, and $d_A(\sigma)$ counts the down spins on A. The pairing decides which configurations occur, but the sign of a configuration makes no reference to it.

**Q.** Then in an overlap the signs square away?

**A.** Yes. The configurations $|\sigma\rangle$ are orthonormal, so only those common to both states contribute:

$$\langle V|V'\rangle=2^{-N/2}\sum_{\sigma\in C(V)\cap C(V')}(-1)^{2d_A(\sigma)}
=2^{-N/2}\,\big|C(V)\cap C(V')\big| .$$

The remaining task is to count. Draw the bonds of $V$ and $V'$ on the same sites. Every site has one bond of each kind, so following them alternately traces closed loops. A bond present in both states forms a loop of two sites. Each bond changes sublattice, so all loops have even length.

A common configuration must alternate between up and down along each loop. Once one spin is chosen the rest of the loop is fixed, and the even length makes it close consistently. Each loop thus has two allowed configurations, independently of the others. With $n$ loops there are $2^n$ in total, and

$$\boxed{\langle V|V'\rangle=2^{\,n-N/2}} .$$

For $V=V'$ there are $N/2$ loops and the norm is 1, as it must be. At the other extreme, one loop through all sites gives $2^{1-N/2}$, which is small for large $N$ but not zero. If a single bond in one of the states were oriented from B to A, the overlap would change sign, so the positive result belongs to the stated convention.

**Q.** Show me a case that is not trivial.

**A.** Put eight sites on a ring, numbered 0 to 7, with even sites on A and odd sites on B. Take

$$V=(0,1)(2,3)(4,5)(6,7),\qquad V'=(0,5)(2,1)(4,3)(6,7).$$

Starting at 0 and alternating between the states, one visits $0,1,2,3,4,5$ and returns to 0. Sites 6 and 7 form the second loop. Hence $n=2$ and the overlap is $2^{2-4}=0.25$. The scalar product of the two explicit 256-component vectors is also 0.25.

**Q.** Fine for overlaps. A spin correlation contains spin flips, which should disturb the counting.

**A.** The flips can be avoided by using rotation symmetry. Let $\mathbf S_i$ be the spin angular momentum divided by $\hbar$, and begin with $S_i^zS_j^z$ for $i\ne j$. This operator is diagonal in the configurations, so it inserts a number into the sum just counted.

If $i$ and $j$ lie in the same loop, the alternation makes all A spins of that loop parallel to each other and antiparallel to its B spins. Both configurations of the loop then give $+1/4$ for equal sublattices and $-1/4$ for opposite ones. If the sites lie in different loops, the four combinations of loop configurations give $+1/4$ twice and $-1/4$ twice, with sum zero.

For the other components, write a bond as the amplitude matrix $\varepsilon/\sqrt2$, with

$$\varepsilon=\begin{pmatrix}0&1\\-1&0\end{pmatrix},$$

the first index belonging to the A spin. A common spin rotation $U$ changes $\varepsilon$ into $U\varepsilon U^T$. This matrix is antisymmetric, and its upper right element is

$$U_{\uparrow\uparrow}U_{\downarrow\downarrow}-U_{\uparrow\downarrow}U_{\downarrow\uparrow}=\det U=1 .$$

So $U\varepsilon U^T=\varepsilon$, and every valence-bond state is unchanged by a global rotation $R$. Choose $R$ such that $S_i^xS_j^x=R^\dagger S_i^zS_j^zR$. Then

$$\langle V|S_i^xS_j^x|V'\rangle=\langle V|R^\dagger S_i^zS_j^zR|V'\rangle=\langle V|S_i^zS_j^z|V'\rangle ,$$

and the $y$ part follows in the same way. The three components together give

$$\boxed{\frac{\langle V|\mathbf S_i\cdot\mathbf S_j|V'\rangle}{\langle V|V'\rangle}=
\begin{cases}0,&\text{different loops},\\ +\tfrac34,&\text{same loop, same sublattice},\\ -\tfrac34,&\text{same loop, opposite sublattices}.\end{cases}}$$

**Q.** That cannot be right. Two different spins-1/2 have $\mathbf S_i\cdot\mathbf S_j=1/4$ in a triplet and $-3/4$ in a singlet. No average of these is $+3/4$.

**A.** No expectation value can be $+3/4$, but this ratio has different states on its two sides and is not an expectation value. For $V=V'$ every loop has two sites, one on each sublattice, and the case $+3/4$ does not occur for distinct sites. In the example above, sites 0 and 2 share the long loop, and the explicit vectors do give the ratio $0.75$. They give $-0.75$ for sites 0 and 3, and zero for sites 0 and 6. The physical bounds return when one and the same state $\sum_Vc_V|V\rangle$, with real $c_V$, stands on both sides. Its expectation value is the average of the ratios over all pairs $V,V'$, each weighted with $c_Vc_{V'}\langle V|V'\rangle$.

**Q.** How are such states generated? You need an operator that maps bonds to bonds.

**A.** The operator is

$$P_{ij}=\tfrac14-\mathbf S_i\cdot\mathbf S_j .$$

It vanishes on the triplet, since $1/4-1/4=0$, and equals 1 on the singlet, since $1/4+3/4=1$. It is therefore the projector on the singlet of $i$ and $j$. If that bond is already present, $P_{ab}(a,b)=(a,b)$.

Now let $a$ and $b$ be bonded elsewhere, in $(a,d)(c,b)$, with $a,c$ in A and $b,d$ in B. The projector puts the pair $a,b$ into the singlet $(a,b)$ and leaves for $c,d$ the partial scalar product of $(a,b)$ with the old state. Site letters now also stand for the spin values on those sites, and the three bonds give $(1/\sqrt2)^3=2^{-3/2}$:

$$2^{-3/2}\sum_{a,b}\varepsilon_{ab}\,\varepsilon_{ad}\,\varepsilon_{cb}
=2^{-3/2}\sum_{a,b}\varepsilon_{cb}(\varepsilon^T)_{ba}\varepsilon_{ad}
=2^{-3/2}(\varepsilon\varepsilon^T\varepsilon)_{cd}.$$

Direct multiplication gives $\varepsilon\varepsilon^T=1$, so the result is $2^{-3/2}\varepsilon_{cd}=\tfrac12\,\varepsilon_{cd}/\sqrt2$. This is half a normalized bond, correctly oriented:

$$\boxed{P_{ab}\,(a,d)(c,b)=\tfrac12\,(a,b)(c,d)} .$$

The two spins left without partners are bound to each other. The squared norm of the result, $1/4$, is the probability of finding a singlet in two spins taken from separate bonds.

**Q.** And if the projector acts on two sites of the same sublattice?

**A.** For $a$ and $c$, both in A, acting on $(a,b)(c,d)$, the same contraction reads

$$2^{-3/2}\sum_{a,c}\varepsilon_{ac}\varepsilon_{ab}\varepsilon_{cd}
=2^{-3/2}(\varepsilon^T\varepsilon\varepsilon)_{bd}=2^{-3/2}\varepsilon_{bd},$$

because $\varepsilon^T\varepsilon=1$ too. Hence $P_{ac}(a,b)(c,d)=\tfrac12(a,c)(b,d)$, whose bonds lie within the sublattices. To return to A–B bonds, consider

$$F=\varepsilon_{ab}\varepsilon_{cd}-\varepsilon_{ad}\varepsilon_{cb}.$$

Exchanging the values of $a$ and $c$ turns $F$ into $-F$. Since each index has two values, $F=\varepsilon_{ac}f_{bd}$, where $f_{bd}$ is $F$ at $a=\uparrow$, $c=\downarrow$. With $\varepsilon_{\uparrow b}=\delta_{b\downarrow}$ and $\varepsilon_{\downarrow b}=-\delta_{b\uparrow}$,

$$f_{bd}=-\delta_{b\downarrow}\delta_{d\uparrow}+\delta_{d\downarrow}\delta_{b\uparrow}=\varepsilon_{bd}.$$

So $\varepsilon_{ac}\varepsilon_{bd}=\varepsilon_{ab}\varepsilon_{cd}-\varepsilon_{ad}\varepsilon_{cb}$, and

$$P_{ac}\,(a,b)(c,d)=\tfrac12\big[(a,b)(c,d)-(a,d)(c,b)\big].$$

A minus sign has appeared. For the two B sites the contraction is $2^{-3/2}(\varepsilon\varepsilon\varepsilon^T)_{ac}=2^{-3/2}\varepsilon_{ac}$, so $P_{bd}$ produces the same state as $P_{ac}$.

**Q.** You now have two separate calculations of the same physics. Does reconnection reproduce the loop rule?

**A.** It does, once we know how a reconnection changes the number of loops. Define a permutation $\pi$ of the A sites: go from a site along its $V$ bond to B, then along the $V'$ bond back to A. The cycles of $\pi$ are the loops. Exchanging the partners of $a$ and $c$ in $V'$ exchanges the arrivals at $a$ and $c$.

Suppose both sites are in one cycle, $a\to\dots\to c\to\dots\to a$. The step that used to arrive at $c$ now arrives at $a$, and the reverse, so the cycle splits into one containing $a$ and one containing $c$. If they start in different cycles, the same exchange undoes such a splitting and merges them. Thus $n$ changes by $+1$ or $-1$, and the overlap is multiplied by 2 or $1/2$.

Write $\langle P_{ij}\rangle$ for $\langle V|P_{ij}|V'\rangle/\langle V|V'\rangle$. For an A–B pair not bonded in $V'$, the site $c$ is the $V'$ partner of $b$ and lies in the same loop as $b$. Therefore

$$\langle P_{ab}\rangle=\tfrac12\cdot2=1\ \text{(same loop)},\qquad
\langle P_{ab}\rangle=\tfrac12\cdot\tfrac12=\tfrac14\ \text{(different loops)}.$$

A pair already bonded also gives 1. For an A–A pair,

$$\langle P_{ac}\rangle=\tfrac12(1-2)=-\tfrac12\ \text{(same)},\qquad
\langle P_{ac}\rangle=\tfrac12\left(1-\tfrac12\right)=\tfrac14\ \text{(different)}.$$

A B–B pair gives the same values as the A sites bonded to it. Inserting these in $\mathbf S_i\cdot\mathbf S_j=\tfrac14-P_{ij}$ yields $-\tfrac34$ and $0$ for opposite sublattices, and $+\tfrac34$ and $0$ for equal ones.

Both processes can be seen in the example, where $n=2$:

- $P_{01}$ turns $(0,5)(2,1)$ into $\tfrac12(0,1)(2,5)$. The long loop splits, $n=3$, and the matrix element with $V$ is $\tfrac12\,2^{3-4}=0.25$. Divided by the overlap 0.25, this is 1.
- $P_{65}$ turns $(0,5)(6,7)$ into $\tfrac12(6,5)(0,7)$. The two loops merge, $n=1$, and the matrix element is $\tfrac12\,2^{1-4}=0.0625$. The ratio is $1/4$.

The overlap formula, the loop rule and the A–B and A–A reconnections were tested against explicit vectors for all 24 bipartite bond states of eight sites.

**Q.** What does this buy for an actual Hamiltonian?

**A.** Take the antiferromagnetic Heisenberg ring with even $N\ge4$ and $J>0$:

$$H=J\sum_i\mathbf S_i\cdot\mathbf S_{i+1}=J\left(\frac N4-K\right),\qquad K=\sum_iP_{i,i+1}.$$

Neighbours are on opposite sublattices, so each term of $K$ maps a bond state to one bond state with weight 1 or $\tfrac12$. A power $K^m$ acting on $|V_0\rangle$ is a sum over strings of $m$ projectors, all with positive weights. The overlaps are positive too, so these products can serve as sampling probabilities.

Let $k_r$ be the distinct eigenvalues of $K$ present in $|V_0\rangle$, in falling order, with total weights $w_r$. None is negative, because $K$ is a sum of projectors. The energy of level $r$ is $J(N/4-k_r)$, so the energy $E_m$ of the state $K^m|V_0\rangle$ obeys

$$E_m-E_0^{\rm gs}=J\,\frac{\sum_{r\ge1}w_r(k_0-k_r)k_r^{2m}}{\sum_{r\ge0}w_rk_r^{2m}} .$$

Here $E_0^{\rm gs}$ is the ground energy, and $|V_0\rangle$ must contain the ground state. The right side is never negative. At large $m$ the term $r=1$ dominates the numerator and $r=0$ the denominator, so one more power multiplies the error by $(k_1/k_0)^2$.

**Q.** Does that work in numbers, without hidden sampling errors?

**A.** For $N=8$ all strings can be summed, so there is no sampling at all. Start from $V_0=V$, the four neighbouring dimers. At $m=0$ four ring bonds contribute $-\tfrac34J$ each and the other four join different loops, so $E_0=-3J$. With the reconnection rule supplying the states and the loop rule the energies, one finds:

| $m$ | $E_m/J$ |
|---|---|
| 0 | $-3.0000$ |
| 2 | $-3.3685$ |
| 8 | $-3.6123$ |
| 16 | $-3.6490$ |

Diagonalization in the full spin space gives $-3.6511J$. The error at $m=16$ is $0.0021J$, or about 0.06% of the magnitude of the ground energy. The largest eigenvalue is $k_0=2+3.6511=5.6511$ and the next one present is $k_1=4.6996$. Their squared ratio is 0.69161, and the observed ratio of errors between powers 30 and 29 is 0.69162.

The 24 bond states span only 14 dimensions, so an expansion in all of them is not unique. The projection from $V_0$ reaches 14 states, and these are linearly independent.

**Q.** And the correlations in the converged state?

**A.** They are $-0.4564$, $0.1958$, $-0.1890$ and $0.1491$ at distances 1 to 4, in agreement with diagonalization. Since every pair $V,V'$ enters with non-negative weight, the loop rule explains the alternating signs. It also makes the magnitude equal to $\tfrac34$ times the weighted probability that the two sites share a loop. That probability is $0.4564/0.75=0.61$ for neighbours and $0.1491/0.75=0.20$ for opposite sites.

There is a check from zero total spin. The correlations of one site with all sites, itself included, must sum to zero. Distances 1 to 3 occur twice:

$$0.75+2(-0.4564+0.1958-0.1890)+0.1491=-0.0001,$$

which is zero within the rounding.

**Q.** Where does the positivity stop?

**A.** At antiferromagnetic couplings within a sublattice, and at ferromagnetic ones between the sublattices. The latter add a negative multiple of $P_{ab}$ to $K$. The former add a positive multiple of $P_{ac}$, and its A–B form contains the minus sign found above. Strings can then have negative weights in this basis, although the overlap formula and the loop rule stay valid. A ferromagnetic coupling within a sublattice is harmless. It adds a positive multiple of $\mathbf S_a\cdot\mathbf S_c$ to $-H$, and with a constant this becomes

$$\left(\tfrac14+\mathbf S_a\cdot\mathbf S_c\right)(a,b)(c,d)=\left(\tfrac12-P_{ac}\right)(a,b)(c,d)=\tfrac12\,(a,d)(c,b),$$

a reconnection with positive weight.

## Table of computed values

```
Number of sites N: 8
Bipartite valence-bond states: 24
Bra bonds: [(0, 1), (2, 3), (4, 5), (6, 7)]
Ket bonds: [(0, 5), (2, 1), (4, 3), (6, 7)]
Loops: [[0, 1, 2, 3, 4, 5], [6, 7]]
Number of loops: 2
Overlap, loop formula: 0.250000
Overlap, explicit vectors: 0.250000
<S0.S2> ratio, explicit vectors: 0.7500; loop rule: 0.7500
<S0.S3> ratio, explicit vectors: -0.7500; loop rule: -0.7500
<S0.S6> ratio, explicit vectors: 0.0000; loop rule: 0.0000
P(0,1) on ket: weight 0.5, bonds [(0, 1), (2, 5), (4, 3), (6, 7)]
  loops after: 3; <bra|P|ket>: 0.250000
P(6,5) on ket: weight 0.5, bonds [(0, 7), (2, 1), (4, 3), (6, 5)]
  loops after: 1; <bra|P|ket>: 0.062500
States reached from the dimer state: 14
Dimension spanned by all bipartite states: 14
Energy after K^0 on both sides: -3.00000000 J
Energy after K^1 on both sides: -3.24757282 J
Energy after K^2 on both sides: -3.36854011 J
Energy after K^4 on both sides: -3.50098504 J
Energy after K^8 on both sides: -3.61231421 J
Energy after K^16 on both sides: -3.64898208 J
Ground energy, diagonalization: -3.65109341 J
Ground energy per site: -0.45638668 J
Largest eigenvalue k0 of K: 5.651093
Next eigenvalue k1 present in dimer state: 4.699628
(k1/k0)^2: 0.691611
Energy-error ratio, power 30 to 29: 0.691615
<S0.S1> ground state, loops: -0.456387; diagonalization: -0.456387
<S0.S2> ground state, loops: 0.195778; diagonalization: 0.195778
<S0.S3> ground state, loops: -0.188953; diagonalization: -0.188953
<S0.S4> ground state, loops: 0.149123; diagonalization: 0.149123
```
